# Henry's electrophoretic mobility, from the Hückel to the Smoluchowski limit, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the ions to an integral for the velocity

Q: A charged sphere drifts through salt water in an electric field. If I balance the electric force against Stokes drag, I get a mobility $\varepsilon\zeta/6\pi\eta$. If I let the liquid slip along the surface, I get $\varepsilon\zeta/4\pi\eta$. The surface potential $\zeta$ and the liquid are the same, yet the answers differ by a factor $3/2$. Surely one of them is wrong?

A: Each may hold in its own range of particle size. The first argument ignores the force that the field exerts on the ionic cloud around the particle, and the second assumes that the cloud is thin. To decide, we need a calculation for a cloud of any thickness.

Take a rigid insulating sphere of radius $a$ at the origin, alone in a liquid of relative permittivity $\varepsilon$ and viscosity $\eta$. A uniform field $E$ points along $z$, and the sphere moves with velocity $U\hat{\mathbf z}$. The mobility is $\mu=U/E$. I use atomic units, so the elementary charge is 1 and Poisson's equation reads

$$\nabla^2\phi=-\frac{4\pi\rho}{\varepsilon}.$$

The temperature $T$ is an energy. The ions are points with valences $z_i$ and far densities $n_i$, where $\sum_i z_in_i=0$. The potential $\zeta$ is the one at $r=a$, the surface where the liquid sticks to the particle. I keep terms linear in $E$ and, within those, terms up to first order in $\zeta$. This requires $|z_i\zeta|\ll T$ for every ion species.

Q: Start without the field, then. What does the cloud look like?

A: Let $\psi(r)$ be the equilibrium potential. In mean field the ion densities follow Boltzmann's law, which for a weak potential becomes

$$n_ie^{-z_i\psi/T}\simeq n_i\left(1-\frac{z_i\psi}{T}\right).$$

Multiply by $z_i$ and sum. The first term vanishes by neutrality, and the charge density is

$$\rho=-K\psi,\qquad K=\frac1T\sum_i n_iz_i^2 .$$

Poisson's equation then gives $\nabla^2\psi=\kappa^2\psi$ with $\kappa^2=4\pi K/\varepsilon$, and $1/\kappa$ is the Debye length. For a spherical function $\nabla^2\psi=(r\psi)''/r$, so $(r\psi)''=\kappa^2(r\psi)$. The solution that decays and equals $\zeta$ at $r=a$ is

$$\psi=\zeta\,\frac ar\,e^{-\kappa(r-a)},\qquad \rho=-\frac{\varepsilon\kappa^2}{4\pi}\,\psi .$$

Gauss's law at the surface gives the particle's charge. Since $\psi'(a)=-\zeta(\kappa+1/a)$,

$$Q=-\varepsilon a^2\psi'(a)=\varepsilon a\zeta(1+\kappa a).$$

The cloud carries $-Q$.

Q: Now you switch on the field. The cloud is dragged out of shape, the ions have their own mobilities, and the particle polarizes. Do you not need all of that?

A: We need to see what survives at first order in $\zeta$. Begin with an uncharged sphere, at order $\zeta^0$. The field changes the potential by $\delta\phi$ and the densities by $\delta n_i$. Ions move down the gradient of their electrochemical potential, whose change is

$$g_i=z_i\,\delta\phi+T\,\frac{\delta n_i}{n_i}.$$

At this order the liquid is at rest. The electric force on it would be the product of an induced charge and a field, which is of order $E^2$. The ion flux is therefore $-(D_in_i/T)\nabla g_i$, with $D_i$ the diffusion constant, and a steady state requires $\nabla^2g_i=0$. No ion enters the particle, so $\partial_rg_i=0$ at $r=a$. Far away $\delta n_i\to0$ and $\delta\phi\to-Er\cos\theta$.

These conditions are the same for every species apart from the factor $z_i$, so $g_i=z_i\Psi$. Try $\Psi=(Ar+B/r^2)\cos\theta$, which is harmonic. The far field gives $A=-E$. Zero flux gives $A-2B/a^3=0$, so $B=-Ea^3/2$. Hence

$$\Psi=-E\left(r+\frac{a^3}{2r^2}\right)\cos\theta .$$

The diffusion constants have dropped out.

Q: But $\Psi$ is not the electric potential. If the particle has a permittivity of its own, $\delta\phi$ must match a field inside it, and that matching has nothing to do with ion flux.

A: Correct, and the difference is carried by an induced charge. From the definition of $g_i$, $\delta n_i=n_iz_i(\Psi-\delta\phi)/T$, so

$$\delta\rho=\sum_iz_i\,\delta n_i=K(\Psi-\delta\phi).$$

Write $\chi=\delta\phi-\Psi$. Since $\Psi$ is harmonic, Poisson's equation gives

$$\nabla^2\chi=-\frac{4\pi}{\varepsilon}\,\delta\rho=\frac{4\pi K}{\varepsilon}\,\chi=\kappa^2\chi .$$

So $\chi$ is screened and dies off over a Debye length. Its amplitude depends on the particle's permittivity.

Q: Then the force on the liquid depends on that permittivity too.

A: The force density does, but its effect on the flow does not. The electric force density is minus the charge density times the gradient of the potential. At order $\zeta E$ there are two products: equilibrium charge with perturbed field, and induced charge with equilibrium field. Corrections to $\delta\rho$ and $\delta\phi$ that are themselves of order $\zeta E$ would have to multiply an equilibrium field or charge of order $\zeta^0$, and there is none. Hence the force density is

$$-\rho\nabla\delta\phi-\delta\rho\nabla\psi
=K\psi\nabla\delta\phi-K(\Psi-\delta\phi)\nabla\psi .$$

The two terms containing $\delta\phi$ combine into $K\nabla(\psi\,\delta\phi)$. For the remaining one, use $-\Psi\nabla\psi=-\nabla(\Psi\psi)+\psi\nabla\Psi$. The sum is

$$K\nabla(\psi\,\delta\phi-\psi\Psi)+K\psi\nabla\Psi=\nabla(K\psi\chi)-\rho\nabla\Psi .$$

The first term is a pure gradient, and in an incompressible liquid a gradient force is balanced by pressure without causing flow. With $p$ the pressure change of this order, define $P=p-K\psi\chi$. For slow steady flow the momentum equation becomes

$$\eta\nabla^2\mathbf u-\nabla P+\mathbf F=0,\qquad \mathbf F=-\rho\nabla\Psi,\qquad\nabla\cdot\mathbf u=0 .$$

Neither the particle's permittivity nor the ion mobilities appear. The distortion of the charged cloud, often called relaxation, enters at higher order in $\zeta$.

Q: You still need the force on the particle. Is it not simply $QE$?

A: It is safer to take the whole balance at once. The force on the particle is the integral over its surface of the viscous, pressure and electric stresses. Without inertia the total stress in the liquid has zero divergence, so the same force passes through any larger sphere. For steady motion it is zero.

Take that sphere far outside the cloud. The electric stress of order $\zeta E$ contains the equilibrium field $\nabla\psi$, which has decayed exponentially. The difference between $P$ and $p$ has decayed too. With $\sigma_{ij}=-P\delta_{ij}+\eta(\partial_iu_j+\partial_ju_i)$ and $\mathbf n=\hat{\mathbf r}$,

$$\oint_\infty\boldsymbol\sigma\cdot\mathbf n\,dS=0 .$$

The momentum equation is $\nabla\cdot\boldsymbol\sigma=-\mathbf F$. Integrate it over the liquid, from the particle to the far sphere:

$$0-\oint_a\boldsymbol\sigma\cdot\mathbf n\,dS=-\int\mathbf F\,dV
\quad\Longrightarrow\quad
\oint_a\boldsymbol\sigma\cdot\mathbf n\,dS=\int\mathbf F\,dV .$$

Your $QE$ is in there. The dipole part of $\nabla\Psi$ averages to zero over directions, which leaves $-E\hat{\mathbf z}$. So $\int\mathbf F\,dV=E\hat{\mathbf z}\int\rho\,dV=-QE\hat{\mathbf z}$. The stress $\boldsymbol\sigma$, built with $P$, therefore pulls back on the particle with a force of size $QE$. With the true pressure $p$, this pull and the electric force on the particle both change in size by the same amount, which depends on the particle's permittivity, and they still cancel. That pull is not the Stokes drag $6\pi\eta aU$, however, because the liquid around the particle is itself being driven.

Q: So now you must solve for a driven flow around a sphere. That looks laborious.

A: We need one number, $U$, and a reciprocal theorem gives it from a simpler flow. Let $\hat{\mathbf u}$ be the flow around a sphere that moves with unit velocity $\hat{\mathbf z}$ through liquid with no body force:

$$\hat{\mathbf u}=\frac{3a}{4}\left(\frac{\hat{\mathbf z}}r+\frac{z\mathbf r}{r^3}\right)+\frac{a^3}{4}\left(\frac{\hat{\mathbf z}}{r^3}-\frac{3z\mathbf r}{r^5}\right).$$

Q: Am I to take that formula on faith?

A: No, we can check it in a few lines. At $r=a$ the terms in $z\mathbf r$ cancel, and $\frac34\hat{\mathbf z}+\frac14\hat{\mathbf z}=\hat{\mathbf z}$, as required.

The second bracket equals $-\nabla\partial_z(1/r)$. It has zero divergence and zero Laplacian because $1/r$ is harmonic. In the first bracket write $z\mathbf r/r^3=-z\nabla(1/r)$. Its divergence is $-\partial_z(1/r)$, which cancels the divergence $\partial_z(1/r)$ of $\hat{\mathbf z}/r$. Its Laplacian is $-2\partial_z\nabla(1/r)$. Therefore

$$\eta\nabla^2\hat{\mathbf u}=-\frac{3\eta a}{2}\nabla\partial_z\frac1r=\nabla\hat p,\qquad \hat p=\frac{3\eta a}{2}\frac{z}{r^3}.$$

So $\hat{\mathbf u}$ obeys the Stokes equations.

We also need its traction on the sphere. There $\hat{\mathbf u}$ is constant along the surface, so $\partial_i\hat u_j=n_i\partial_r\hat u_j$. Zero divergence then says $n_j\partial_r\hat u_j=0$, which removes one of the two viscous terms. What remains is $-\hat p\,\mathbf n+\eta\,\partial_r\hat{\mathbf u}$. At $r=a$,

$$\partial_r\hat{\mathbf u}=-\frac{3}{4a}(\hat{\mathbf z}+\mathbf n\cos\theta)-\frac{3}{4a}(\hat{\mathbf z}-3\mathbf n\cos\theta)
=-\frac{3}{2a}\hat{\mathbf z}+\frac{3}{2a}\mathbf n\cos\theta .$$

The pressure term is $-(3\eta/2a)\mathbf n\cos\theta$ and cancels the last piece:

$$\hat{\boldsymbol\sigma}\cdot\mathbf n=-\frac{3\eta}{2a}\hat{\mathbf z}.$$

The traction is the same at every point. Multiplied by the area $4\pi a^2$, it gives the Stokes drag $-6\pi\eta a\hat{\mathbf z}$.

Q: And how does this flow tell you about the other one?

A: Both flows have zero divergence and the same viscosity. Consider

$$\partial_j(\sigma_{ij}\hat u_i-\hat\sigma_{ij}u_i)
=-\mathbf F\cdot\hat{\mathbf u}+\sigma_{ij}\partial_j\hat u_i-\hat\sigma_{ij}\partial_ju_i .$$

In the last two terms the pressures multiply divergences and vanish. The viscous parts are both $2\eta e_{ij}\hat e_{ij}$, with $e_{ij}=\frac12(\partial_iu_j+\partial_ju_i)$ and $\hat e_{ij}$ the same for $\hat{\mathbf u}$, and they cancel. Now integrate over the liquid.

In the laboratory frame $\mathbf u\to0$ far away. Because no net force passes through the far sphere, $\mathbf u$ falls at least as $1/r^2$ and $\boldsymbol\sigma$ as $1/r^3$, while $\hat{\mathbf u}$ falls as $1/r$ and $\hat{\boldsymbol\sigma}$ as $1/r^2$. Both products fall faster than the area grows, so the far surface contributes nothing. The particle's surface enters with a minus sign, since $\mathbf n$ points into the liquid:

$$-\oint_a\left(\hat{\mathbf u}\cdot\boldsymbol\sigma\cdot\mathbf n-\mathbf u\cdot\hat{\boldsymbol\sigma}\cdot\mathbf n\right)dS=-\int\mathbf F\cdot\hat{\mathbf u}\,dV .$$

On that surface $\hat{\mathbf u}=\hat{\mathbf z}$ and $\mathbf u=U\hat{\mathbf z}$. The first term is given by the force balance and the second by the Stokes drag:

$$\int\mathbf F\cdot\hat{\mathbf z}\,dV+6\pi\eta aU=\int\mathbf F\cdot\hat{\mathbf u}\,dV .$$

Define $\mathbf w=\hat{\mathbf z}-\hat{\mathbf u}$, the flow with unit speed far away past a sphere held fixed. Then

$$U=-\frac{1}{6\pi\eta a}\int\mathbf F\cdot\mathbf w\,dV=\frac{1}{6\pi\eta a}\int\rho\,\nabla\Psi\cdot\mathbf w\,dV .$$

Q: Where did the force on the particle itself go?

A: It is inside $\mathbf w$. Far from the sphere $\mathbf w$ tends to $\hat{\mathbf z}$, and charge out there contributes $-\rho E$ to $6\pi\eta aU$. The cloud's total charge is $-Q$, so a very wide cloud gives $+QE$, which is the bare force on the particle. Charge close to the surface counts for less, because $\mathbf w$ vanishes there. It sits in liquid that is held by the particle, and the force on it is passed back to the particle almost in full.

## Second half: Henry's factor and what it means for a slurry

Q: Before you go on, remind me what we have.

A: A sphere of radius $a$ and small surface potential $\zeta$ sits in a liquid of permittivity $\varepsilon$ and viscosity $\eta$, with Debye length $1/\kappa$ and thermal energy $T$. Its cloud has charge density $\rho=-(\varepsilon\kappa^2/4\pi)\,\zeta(a/r)e^{-\kappa(r-a)}$, and its own charge is $Q=\varepsilon a\zeta(1+\kappa a)$. The velocity in a field $E$ along $z$ is

$$U=\frac{1}{6\pi\eta a}\int\rho\,\nabla\Psi\cdot\mathbf w\,dV .$$

Here $\Psi=-E(r+a^3/2r^2)\cos\theta$ drives the ions, and $\mathbf w$ is unit Stokes flow past the fixed sphere. With $s=a/r$, the flow $\hat{\mathbf u}$ of the first half gives

$$w_r=\cos\theta\left(1-\tfrac32s+\tfrac12s^3\right),\qquad w_\theta=-\sin\theta\left(1-\tfrac34s-\tfrac14s^3\right).$$

Q: I suspect the bending of the field around the insulator matters. Can you keep track of it separately?

A: Yes. Replace the dipole coefficient $\frac12$ by a general number $d$:

$$\Psi=-E\left(r+\frac{d\,a^3}{r^2}\right)\cos\theta .$$

The insulator has $d=\frac12$, and $d=0$ is an undistorted field. The gradient has components

$$\partial_r\Psi=-E(1-2ds^3)\cos\theta,\qquad \frac1r\partial_\theta\Psi=E(1+ds^3)\sin\theta .$$

Over all directions $\cos^2\theta$ averages to $\frac13$ and $\sin^2\theta$ to $\frac23$. The average of $\nabla\Psi\cdot\mathbf w$ is therefore $-EG_d$, with

$$G_d=\tfrac13\left[(1-2ds^3)\left(1-\tfrac32s+\tfrac12s^3\right)+2(1+ds^3)\left(1-\tfrac34s-\tfrac14s^3\right)\right].$$

The terms without $d$ are $\frac13[3-3s+(\frac12-\frac12)s^3]=1-s$. The terms with $d$ are

$$\frac{2ds^3}{3}\left[-1+\tfrac32s-\tfrac12s^3+1-\tfrac34s-\tfrac14s^3\right]
=\frac{2ds^3}{3}\cdot\frac34(s-s^3)=\frac d2(s^4-s^6).$$

So $G_d=1-s+\frac d2(s^4-s^6)$, and for the insulator $G=1-s+\frac14s^4-\frac14s^6$.

The particle's velocity is now an integral over the charge of its ionic cloud, and the average over directions has been reduced to the function $G_d$. It remains to put in the cloud and integrate over $r$, to see where each of the two mobility formulas holds, and to apply the result to a slurry.
